# Locating the p-to-n transition in a boron- and phosphorus-doped germanium crystal: a program that tests the result

```python
# Result under test: a Ge crystal frozen from a melt with boron and phosphorus
# changes from p to n at frozen fraction
#   g* = 1 - (kP*CP/(kB*CB))**(1/(kB-kP)),  provided kP*CP < kB*CB.
# kB, kP: segregation coefficients (solid/melt); CB, CP: initial melt
# concentrations in cm^-3; g: frozen fraction of the charge, zero at the seed.
# Also tested: stagnant-film, density, intrinsic-carrier and depletion estimates.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve
from scipy.special import expit

kB, kP = 17.0, 0.08
CB, CP = 1.0e10, 2.0e10
length_cm = 20.0

def scheil(k, c0, g):
    return k * c0 * (1 - g)**(k - 1)

def transition(kb, kp, cb, cp, density_ratio=1.0):
    return 1 - (kp * cp / (kb * cb))**(1 / (density_ratio * (kb - kp)))

def freeze_layers(k, c0, density_ratio=1.0, layers=200000):
    # Remove solute slice by slice; no integrated segregation law is used.
    dg = 1 / layers
    g = np.arange(int(0.9 * layers)) * dg
    kept = 1 - k * density_ratio * dg / (1 - g)
    solute = c0 * np.concatenate(([1.0], np.cumprod(kept[:-1])))
    return g, k * solute / (1 - g)

def layer_transition(kb, kp, cb, cp, density_ratio=1.0):
    g, acceptors = freeze_layers(kb, cb, density_ratio)
    donors = freeze_layers(kp, cp, density_ratio)[1]
    net = donors - acceptors
    if net[0] >= 0:
        assert np.all(net >= 0)
        return None
    assert np.count_nonzero(np.diff(np.sign(net))) == 1
    j = int(np.argmax(net > 0))
    return g[j-1] - net[j-1] * (g[j] - g[j-1]) / (net[j] - net[j-1])

# Profile, transition and existence condition against layer-by-layer freezing
for k, c0 in ((kB, CB), (kP, CP)):
    grid, profile = freeze_layers(k, c0)
    for g in (0.1, 0.5, 0.8):
        # First-order slicing error reaches about 0.3 percent for boron.
        assert abs(np.interp(g, grid, profile) / scheil(k, c0, g) - 1) < 5e-3
g_star = transition(kB, kP, CB, CP)
g_layers = layer_transition(kB, kP, CB, CP)
assert abs(g_star - g_layers) < 1e-4
ratio_limit = kB / kP
assert layer_transition(kB, kP, CB, 1.02 * ratio_limit * CB) is None
assert layer_transition(kB, kP, CB, 0.98 * ratio_limit * CB) is not None
ratios = (0.001, 0.1, 10.0, 100.0)
for ratio in ratios:
    assert abs(transition(kB, kP, CB, ratio * CB)
               - layer_transition(kB, kP, CB, ratio * CB)) < 1e-4

# Sensitivity to the phosphorus-to-boron ratio
sensitivity = -(1 - g_star) / (kB - kP)
numeric_slope = (layer_transition(kB, kP, CB, 1.05 * CP)
                 - layer_transition(kB, kP, CB, CP / 1.05)) / (2 * np.log(1.05))
assert abs(numeric_slope / sensitivity - 1) < 2e-3

# Melt density larger than solid density (rough ratio)
density_ratio = 1.05
g_density = transition(kB, kP, CB, CP, density_ratio)
assert abs(g_density - layer_transition(kB, kP, CB, CP, density_ratio)) < 1e-4

# Stagnant film at the interface (rough thickness and melt diffusivity)
film_cm, melt_diffusivity = 0.01, 1e-4

def k_effective(k, peclet):
    return k / (k + (1 - k) * np.exp(-peclet))

def k_effective_numeric(k, peclet, n=300):
    h = 1 / n
    matrix = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    matrix[0, :3] = np.array([-3, 4, -1]) / (2 * h)
    matrix[0, 0] += peclet * (1 - k)
    for i in range(1, n):
        matrix[i, i-1] = 1 / h**2 - peclet / (2 * h)
        matrix[i, i] = -2 / h**2
        matrix[i, i+1] = 1 / h**2 + peclet / (2 * h)
    matrix[n, n] = 1
    rhs[n] = 1
    return k * np.linalg.solve(matrix, rhs)[0]

film_results = []
for pull_mm_h in (2.0, 20.0, 60.0):
    peclet = pull_mm_h / 10 / 3600 * film_cm / melt_diffusivity
    kb_eff, kp_eff = k_effective(kB, peclet), k_effective(kP, peclet)
    kb_num = k_effective_numeric(kB, peclet)
    kp_num = k_effective_numeric(kP, peclet)
    assert abs(kb_num / kb_eff - 1) < 1e-4
    assert abs(kp_num / kp_eff - 1) < 1e-4
    g_film = transition(kb_eff, kp_eff, CB, CP)
    assert abs(g_film - layer_transition(kb_num, kp_num, CB, CP)) < 2e-4
    film_results.append((pull_mm_h, peclet, kb_eff, kp_eff, g_film))

# Diffusion in the solid during growth at 20 mm/h (rough upper diffusivity)
solid_diffusivity = 1e-10
growth_seconds = length_cm / (20.0 / 10 / 3600)
diffusion_mm = 10 * 2 * np.sqrt(solid_diffusivity * growth_seconds)

# Carrier statistics in atomic units; band parameters are rough values
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
bohr_cm = 100 * const.physical_constants['Bohr radius'][0]
boltzmann_eV = const.k / const.e
mass_e, mass_h = 0.55, 0.30
gap_77, gap_300 = 0.73, 0.66

def gap_eV(kelvin):
    return gap_77 + (gap_300 - gap_77) * (kelvin - 77) / (300 - 77)

def intrinsic(kelvin):
    temp = boltzmann_eV * kelvin / hartree_eV
    density = 2 * (np.sqrt(mass_e * mass_h) * temp / (2 * np.pi))**1.5
    return density * np.exp(-gap_eV(kelvin) / hartree_eV / (2 * temp)) / bohr_cm**3

def fermi_density(mass, kelvin, eta):
    temp = boltzmann_eV * kelvin / hartree_eV
    integral = quad(lambda t: 2 * t*t * expit(eta - t*t), 0, 8,
                    epsabs=0, epsrel=1e-9)[0]
    return np.sqrt(2) * (mass * temp)**1.5 / np.pi**2 * integral / bohr_cm**3

for kelvin in (200.0, 300.0):
    reduced_gap = gap_eV(kelvin) / (boltzmann_eV * kelvin)
    level = brentq(lambda u: np.log(fermi_density(mass_e, kelvin, u - reduced_gap)
                   / fermi_density(mass_h, kelvin, -u)), 1, reduced_gap - 1)
    assert abs(fermi_density(mass_h, kelvin, -level) / intrinsic(kelvin) - 1) < 1e-3
ni_77, ni_300 = intrinsic(77.0), intrinsic(300.0)

net_seed = scheil(kP, CP, 0) - scheil(kB, CB, 0)
net_middle = scheil(kP, CP, 0.5) - scheil(kB, CB, 0.5)
temp_seed = brentq(lambda t: np.log(intrinsic(t) / abs(net_seed)), 77, 300)
temp_middle = brentq(lambda t: np.log(intrinsic(t) / net_middle), 77, 300)
assert ni_300 > 10 * abs(net_seed)
assert ni_77 < 1e-6 * net_middle

binding_eV = 0.01
def neutral_fraction(mass, doping, degeneracy, kelvin=77.0):
    reduced_binding = binding_eV / (boltzmann_eV * kelvin)
    def ionized(eta):
        return 1 / (1 + degeneracy * np.exp(eta + reduced_binding))
    eta = brentq(lambda u: np.log(fermi_density(mass, kelvin, u)
                 / (doping * ionized(u))), -40, 0)
    weight = degeneracy * np.exp(eta + reduced_binding)
    return weight / (1 + weight)

neutral_boron = neutral_fraction(mass_h, abs(net_seed), 4)
neutral_phosphorus = neutral_fraction(mass_e, net_middle, 2)
assert max(neutral_boron, neutral_phosphorus) < 1e-3

# Depletion at the transition; lengths in cm and energies in eV
kappa = 16.0
coulomb_eV_cm = 100 * const.e / (4 * np.pi * const.epsilon_0)
doping_star = scheil(kP, CP, g_star)
slope = doping_star * (kB - kP) / (1 - g_star) / length_cm
def net_at(x):
    g = g_star + x / length_cm
    return scheil(kP, CP, g) - scheil(kB, CB, g)
assert abs((net_at(1e-4) - net_at(-1e-4)) / 2e-4 / slope - 1) < 1e-5

def barrier_from_width(width):
    return np.pi * coulomb_eV_cm * slope * width**3 / (3 * kappa)

def barrier_from_carriers(width):
    return 2 * boltzmann_eV * 77 * np.log(slope * width / (2 * ni_77))

width_cm = brentq(lambda w: barrier_from_width(w) - barrier_from_carriers(w),
                  0.01, 2.0)
barrier = barrier_from_width(width_cm)

def depletion_residual(edges):
    left, right = edges
    charge = quad(net_at, -left, right)[0]
    moment = quad(lambda x: x * net_at(x), -left, right)[0]
    return [charge / (slope * width_cm**2),
            4 * np.pi * coulomb_eV_cm * moment / (kappa * barrier) - 1]

edges, info, status, message = fsolve(depletion_residual,
                                      [width_cm / 2, width_cm / 2], full_output=True)
assert status == 1, message
assert np.max(np.abs(depletion_residual(edges))) < 1e-7
width_curved = float(np.sum(edges))
# The linear profile leaves out curvature, a second-order effect on the width.
assert abs(width_curved / width_cm - 1) < 0.03

print(f"Segregation coefficients B, P: {kB:.0f}, {kP:.2f} (no unit)")
print(f"Initial melt B, P: {CB:.2e}, {CP:.2e} cm^-3")
print(f"Full charge length: {10*length_cm:.0f} mm")
print(f"Seed B, P in solid: {scheil(kB,CB,0):.3e}, {scheil(kP,CP,0):.3e} cm^-3")
print(f"Ratio kP*CP/(kB*CB): {kP*CP/(kB*CB):.6f} (no unit)")
print(f"Exponent 1/(kB-kP): {1/(kB-kP):.6f} (no unit)")
print(f"Melt fraction left at transition: {1-g_star:.5f} (no unit)")
print(f"Transition g*, formula: {g_star:.5f} (no unit)")
print(f"Transition g*, layers: {g_layers:.5f} (no unit)")
print(f"Transition position: {10*length_cm*g_star:.2f} mm from seed")
print(f"B = P at transition: {doping_star:.3e} cm^-3")
print(f"Net donors at seed: {net_seed:.3e} cm^-3")
print(f"B, P at g=0.5: {scheil(kB,CB,0.5):.3e}, {scheil(kP,CP,0.5):.3e} cm^-3")
print(f"Net donors at g=0.5: {net_middle:.3e} cm^-3")
print(f"Largest CP/CB with a p-type start: {ratio_limit:.1f} (no unit)")
for ratio in ratios:
    print(f"g* for CP/CB={ratio:g}: {transition(kB,kP,CB,ratio*CB):.4f} (no unit)")
print(f"dg*/d ln(CP/CB), formula: {sensitivity:.5f} (no unit)")
print(f"dg*/d ln(CP/CB), layers: {numeric_slope:.5f} (no unit)")
print(f"g* if CP is doubled: {transition(kB,kP,CB,2*CP):.4f} (no unit)")
print(f"Rough melt/solid density ratio: {density_ratio:.2f} (no unit)")
print(f"g* with density correction: {g_density:.4f} (no unit)")
print(f"Rough film thickness: {10*film_cm:.2f} mm")
print(f"Rough melt diffusivity: {melt_diffusivity:.1e} cm^2/s")
for pull, peclet, kb_eff, kp_eff, g_film in film_results:
    print(f"Pull {pull:.0f} mm/h: v*film/D={peclet:.4f} (no unit)")
    print(f"  effective kB, kP: {kb_eff:.3f}, {kp_eff:.4f} (no unit)")
    print(f"  g*={g_film:.4f} (no unit), at {10*length_cm*g_film:.1f} mm")
print(f"Rough solid diffusivity: {solid_diffusivity:.1e} cm^2/s")
print(f"Growth time at 20 mm/h: {growth_seconds/3600:.1f} h")
print(f"Solid diffusion length 2*sqrt(D*t): {diffusion_mm:.3f} mm")
print(f"Rough masses, electron and hole: {mass_e:.2f}, {mass_h:.2f} m_e")
print(f"Rough gaps at 77 K, 300 K: {gap_77:.2f}, {gap_300:.2f} eV")
print(f"Intrinsic density at 77 K: {ni_77:.1e} cm^-3")
print(f"Intrinsic density at 300 K: {ni_300:.1e} cm^-3")
print(f"n_i equals seed net doping at: {temp_seed:.0f} K")
print(f"n_i equals g=0.5 net doping at: {temp_middle:.0f} K")
print(f"Rough dopant binding energy: {binding_eV:.3f} eV")
print(f"Neutral B fraction at seed, 77 K: {neutral_boron:.1e} (no unit)")
print(f"Neutral P fraction at g=0.5, 77 K: {neutral_phosphorus:.1e} (no unit)")
print(f"Rough relative permittivity: {kappa:.0f} (no unit)")
print(f"Net-doping slope at transition: {slope:.3e} cm^-4")
print(f"Junction barrier at 77 K: {barrier:.3f} eV")
print(f"Depletion width, linear profile: {10*width_cm:.2f} mm")
print(f"Depletion width, curved profile: {10*width_curved:.2f} mm")
print("OK")
```

Printed output:

```
Segregation coefficients B, P: 17, 0.08 (no unit)
Initial melt B, P: 1.00e+10, 2.00e+10 cm^-3
Full charge length: 200 mm
Seed B, P in solid: 1.700e+11, 1.600e+09 cm^-3
Ratio kP*CP/(kB*CB): 0.009412 (no unit)
Exponent 1/(kB-kP): 0.059102 (no unit)
Melt fraction left at transition: 0.75900 (no unit)
Transition g*, formula: 0.24100 (no unit)
Transition g*, layers: 0.24099 (no unit)
Transition position: 48.20 mm from seed
B = P at transition: 2.062e+09 cm^-3
Net donors at seed: -1.684e+11 cm^-3
B, P at g=0.5: 2.594e+06, 3.027e+09 cm^-3
Net donors at g=0.5: 3.025e+09 cm^-3
Largest CP/CB with a p-type start: 212.5 (no unit)
g* for CP/CB=0.001: 0.5157 (no unit)
g* for CP/CB=0.1: 0.3642 (no unit)
g* for CP/CB=10: 0.1653 (no unit)
g* for CP/CB=100: 0.0436 (no unit)
dg*/d ln(CP/CB), formula: -0.04486 (no unit)
dg*/d ln(CP/CB), layers: -0.04486 (no unit)
g* if CP is doubled: 0.2093 (no unit)
Rough melt/solid density ratio: 1.05 (no unit)
g* with density correction: 0.2310 (no unit)
Rough film thickness: 0.10 mm
Rough melt diffusivity: 1.0e-04 cm^2/s
Pull 2 mm/h: v*film/D=0.0056 (no unit)
  effective kB, kP: 15.616, 0.0804 (no unit)
  g*=0.2551 (no unit), at 51.0 mm
Pull 20 mm/h: v*film/D=0.0556 (no unit)
  effective kB, kP: 9.117, 0.0842 (no unit)
  g*=0.3572 (no unit), at 71.4 mm
Pull 60 mm/h: v*film/D=0.1667 (no unit)
  effective kB, kP: 4.919, 0.0932 (no unit)
  g*=0.4925 (no unit), at 98.5 mm
Rough solid diffusivity: 1.0e-10 cm^2/s
Growth time at 20 mm/h: 10.0 h
Solid diffusion length 2*sqrt(D*t): 0.038 mm
Rough masses, electron and hole: 0.55, 0.30 m_e
Rough gaps at 77 K, 300 K: 0.73, 0.66 eV
Intrinsic density at 77 K: 1.1e-06 cm^-3
Intrinsic density at 300 K: 1.9e+13 cm^-3
n_i equals seed net doping at: 232 K
n_i equals g=0.5 net doping at: 193 K
Rough dopant binding energy: 0.010 eV
Neutral B fraction at seed, 77 K: 5.7e-06 (no unit)
Neutral P fraction at g=0.5, 77 K: 2.1e-08 (no unit)
Rough relative permittivity: 16 (no unit)
Net-doping slope at transition: 2.298e+09 cm^-4
Junction barrier at 77 K: 0.442 eV
Depletion width, linear profile: 2.73 mm
Depletion width, curved profile: 2.73 mm
OK
```
